# Relaxation rate of reversible dissociative adsorption in the mean-field model

## Equal rates: a case that is linear

Let \(x\) be the fraction of surface sites occupied by atoms. A diatomic molecule needs two empty sites to adsorb and dissociate; two adsorbed atoms must meet to leave as a molecule. If the sites are occupied at random, the coverage obeys

\[
\frac{dx}{dt}=a(1-x)^2-d\,x^2. \tag{1}
\]

Take \(a=d\). The quadratic terms cancel:

\[
\frac{dx}{dt}=a(1-2x+x^2)-a x^2=a(1-2x).
\]

Equilibrium is at \(x=1/2\). With \(u=x-1/2\), we have \(1-2x=-2u\), so \(du/dt=-2a\,u\). Any deviation, small or large, decays as \(e^{-2at}\). The factor 2 comes from two effects: raising the coverage slows adsorption by removing empty pairs and speeds desorption by creating occupied pairs. Near \(x=1/2\) each contributes \(a\) to the restoring rate; for a finite deviation the shares are \(a(1-u)\) and \(a(1+u)\), whose sum is still \(2a\).

For unequal rates, \(2a\) is replaced by \(2\sqrt{ad}\), and the decay is exponential for small deviations.

## What the two rates contain

Both \(a\) and \(d\) are in 1/s and count change of coverage, not molecular events. Let \(F\) be the number of molecules striking unit area per unit time, \(N_s\) the number of sites per unit area, and \(s_0\) the sticking probability on the clean surface. Each adsorbed molecule fills two sites, so

\[
a=\frac{2s_0F}{N_s}. \tag{2}
\]

If molecules desorb at the rate \(\nu e^{-E/k_BT}x^2\) per site, with prefactor \(\nu\) and desorption energy \(E\) per molecule, each event empties two sites and

\[
d=2\nu e^{-E/k_BT}. \tag{3}
\]

The number of neighbours of a site is absorbed in \(s_0\) and \(\nu\). Anyone who defines the rates per molecular event must restore the factors of 2 before using the results below.

The flux follows from the Maxwell distribution of the velocity \(v\) normal to the surface. For gas density \(n=p/k_BT\) and molecular mass \(m\),

\[
F=n\int_0^\infty v\sqrt{\frac{m}{2\pi k_BT}}\,e^{-mv^2/2k_BT}\,dv
=n\sqrt{\frac{k_BT}{2\pi m}}=\frac{p}{\sqrt{2\pi mk_BT}}, \tag{4}
\]

because the integral of \(v e^{-mv^2/2k_BT}\) is \(k_BT/m\).

Until stated otherwise, pressure and temperature are constant, all sites are equivalent, the atoms do not interact, and both rates are positive.

## Equilibrium and the linear rate

At equilibrium \(a(1-x_e)^2=d x_e^2\). Both \(1-x_e\) and \(x_e\) are non-negative, so we take positive square roots:

\[
\sqrt a\,(1-x_e)=\sqrt d\,x_e,\qquad
x_e=\frac{\sqrt a}{\sqrt a+\sqrt d},\qquad
1-x_e=\frac{\sqrt d}{\sqrt a+\sqrt d}. \tag{5}
\]

The other sign gives \(x=\sqrt a/(\sqrt a-\sqrt d)\), which exceeds 1 for \(a>d\) and is negative for \(a<d\). It is not a coverage.

Now put \(x=x_e+u\) in equation (1) and expand both squares:

\[
\frac{du}{dt}=\left[a(1-x_e)^2-d x_e^2\right]
-2\left[a(1-x_e)+d x_e\right]u+(a-d)u^2.
\]

The first bracket vanishes at equilibrium. The second is, by equation (5),

\[
a(1-x_e)+d x_e=\frac{a\sqrt d+d\sqrt a}{\sqrt a+\sqrt d}
=\frac{\sqrt{ad}\,(\sqrt a+\sqrt d)}{\sqrt a+\sqrt d}=\sqrt{ad}.
\]

Hence, without approximation within the model,

\[
\frac{du}{dt}=-k u+(a-d)u^2,\qquad k=2\sqrt{ad}. \tag{6}
\]

When \(|a-d||u|\ll k\), the quadratic term can be dropped and \(u=u_0e^{-kt}\), where \(u_0\) is the initial deviation. Dividing equation (6) by \(-u\) gives the instantaneous decay rate

\[
-\frac1u\frac{du}{dt}=k-(a-d)u. \tag{7}
\]

For \(a<d\), a positive deviation decays faster than \(k\) and a negative one more slowly. For \(a>d\) the roles are reversed.

First-order adsorption, \(dx/dt=a(1-x)-dx\), has the relaxation rate \(a+d\). Since \((\sqrt a-\sqrt d)^2\ge0\), we have \(a+d\ge2\sqrt{ad}\). For the same two numbers \(a\) and \(d\), the pair process is therefore never faster near equilibrium, and the rates agree when \(a=d\).

A measured \(x_e\) and \(k\) determine both constants. Equation (5) gives \(\sqrt{a/d}=x_e/(1-x_e)\), while \(\sqrt{ad}=k/2\). Multiplying and dividing these relations yields

\[
a=\frac{k}{2}\frac{x_e}{1-x_e},\qquad
d=\frac{k}{2}\frac{1-x_e}{x_e}. \tag{8}
\]

## Deviations of any size

Equation (6) becomes linear in \(z=1/u\) for \(u\ne0\):

\[
\frac{dz}{dt}=-\frac1{u^2}\frac{du}{dt}=kz-(a-d).
\]

Its solution with \(z(0)=1/u_0\) is

\[
z=\frac{a-d}{k}+\left(\frac1{u_0}-\frac{a-d}{k}\right)e^{kt}.
\]

Inverting, and multiplying numerator and denominator by \(u_0e^{-kt}\), we obtain

\[
u(t)=\frac{u_0e^{-kt}}
{1-g\,(1-e^{-kt})},\qquad g=\frac{(a-d)u_0}{k}. \tag{9}
\]

The number \(g\) measures the nonlinearity. At late times \(u\to u_0e^{-kt}/(1-g)\): the rate is still \(k\), but the amplitude is changed.

The denominator cannot vanish for a physical start. If \(g\le0\), it is at least 1. If \(g>0\) and \(a>d\), the largest possible \(u_0\) is \(1-x_e\), so equation (5) gives

\[
g\le\frac{(\sqrt a-\sqrt d)(\sqrt a+\sqrt d)}{2\sqrt{ad}}
\frac{\sqrt d}{\sqrt a+\sqrt d}
=\frac12\left(1-\sqrt{\frac da}\right)<\frac12.
\]

For \(a<d\), the extreme start is \(u_0=-x_e\), and the same steps give \(g\le(1-\sqrt{a/d})/2<1/2\). The denominator thus stays above 1/2.

In code, \(1-e^{-kt}\) can be evaluated as `-expm1(-k*t)`, which avoids subtracting nearly equal numbers when \(kt\) is small. The direct form adds a relative error of up to about \(|g|\) times the machine precision. This matters only when \(|g|\) is many orders of magnitude above 1, as it can be if one rate is extremely small compared with the other; for \(|g|\) of order 1 or less the direct form is as accurate.

## Filling a clean surface, and the loss of the exponential

The ratio of occupied to empty sites, \(y=x/(1-x)\), gives a second route to the rate. Since \(dy/dx=1/(1-x)^2\), division of equation (1) by \((1-x)^2\) gives

\[
\frac{dy}{dt}=a-d y^2. \tag{10}
\]

Equilibrium is \(y_e=\sqrt{a/d}\), and the slope of the right side there is \(-2dy_e=-2\sqrt{ad}\), again \(-k\). For a surface clean at \(t=0\),

\[
y(t)=\sqrt{\frac ad}\,\tanh\!\left(\sqrt{ad}\,t\right). \tag{11}
\]

Indeed, its derivative is \(a[1-\tanh^2(\sqrt{ad}\,t)]=a-dy^2\), and \(y(0)=0\).

Suppose desorption is weak, \(d\ll a\). While \(\sqrt{ad}\,t\ll1\), equation (11) reduces to \(y\approx at\), so the empty fraction is

\[
1-x=\frac1{1+y}\approx\frac1{1+at}. \tag{12}
\]

This is an algebraic law: as empty sites become rare, empty pairs become rarer still. The exponential stage begins when \(t\) becomes comparable with \(1/\sqrt{ad}\). If \(d=0\), \(k=0\) and that stage never comes; equation (12) then holds at all times. In the opposite case, \(a=0\), exchanging occupied and empty sites gives \(x=1/(1+dt)\) from a full surface.

The condition for linearity also tightens when one rate is small. For \(d\ll a\), it reads \(|u_0|\ll k/a=2\sqrt{d/a}\approx2(1-x_e)\). The deviation must be small compared with the few empty sites, not merely compared with 1.

## When random occupation is justified

Equation (1) assumes that the chance of finding two neighbouring empty sites is \((1-x)^2\). Consider first a finite surface of \(N\) sites in which every pair of sites can react. With \(n\) atoms present, let the rates of gaining and losing two atoms be

\[
W_+=\frac a2\frac{(N-n)(N-n-1)}{N-1},\qquad
W_-=\frac d2\frac{n(n-1)}{N-1}. \tag{13}
\]

Each event changes \(n\) by 2. For large \(N\), the mean drift \(2(W_+-W_-)/N\) becomes the right side of equation (1). For \(a=2.0\) and \(d=0.5\) 1/s, \(k=2\) 1/s. Diagonalizing the rate matrix for even \(n\) gives a slowest nonzero rate of 1.99874 1/s for 400 sites and 1.99937 1/s for 800. The difference from \(k\) halves when the surface is doubled.

Now let the pair events act between neighbours on a ring, with rates \(a/2\) and \(d/2\) per neighbouring pair, and let an atom hop to an empty neighbour at rate \(h\). If hopping is fast enough to mix the whole ring between pair events, all arrangements of \(n\) atoms are equally likely. Each of the \(N\) neighbouring pairs is then empty with probability \((N-n)(N-n-1)/[N(N-1)]\), and equation (13) is recovered.

For eight sites and the same \(a\) and \(d\), diagonalization gives a slowest rate of 0.738 times the well-mixed value at \(h=1\) 1/s, and 0.9998 times at \(h=1000\) 1/s, both for even \(n\). The first ratio depends on the ring size: for the slowest mode that is uniform around the ring, it falls to 0.70 for ten sites and 0.68 for fourteen, while the second is 0.9997 for fourteen sites. The second ratio also falls on longer rings, which hopping mixes only locally: it is about 0.998 for 100 sites and 0.996 for 2000, and the deficit shrinks only roughly as \(h^{-1/2}\) while the distance an atom diffuses in the time \(1/k\) is short compared with the ring, as for 2000 sites with \(h\) between 100 and \(10^4\) 1/s. Once hopping spans the ring, the deficit falls as \(1/h\): for 100 sites it drops from 0.0018 to 0.0002 between \(h=10^3\) and \(10^4\) 1/s.

Without hopping, the ring splits into nine sets of arrangements with no passage between them. Number the sites in order. Every pair event fills or empties one odd and one even site, so the difference between the atom numbers on the two kinds of site is conserved. With four sites of each kind, it has nine possible values. For \(a\ne d\), equation (1) cannot describe such a surface from an arbitrary start: an alternating arrangement stays at \(x=1/2\), whereas \(x_e=2/3\) for the rates above. The case \(a=d\) is an exception. The probability of an empty pair minus that of an occupied pair equals one minus the two site occupations, so the mean coverage then obeys \(dx/dt=a(1-2x)\) exactly, with or without hopping. The conservation of the odd–even difference requires that the sites divide into two alternating kinds, as they do on this ring; a ring with an odd number of sites or a triangular lattice lacks it. The need for mixing is the reason to compare hopping with \(a\) and \(d\) in an application.

## Worked example: hydrogen on nickel

Hydrogen is used as a reactant in some metal deposition processes. Take a nickel (111) surface and hydrogen gas, both at 360 K, where \(k_BT=0.03102\) eV. The following values are rough and typical in size, not fitted to an experiment: \(s_0=0.05\), \(N_s=1.9\times10^{15}\) 1/cm², \(E=0.95\) eV and \(\nu=10^{13}\) 1/s. The pressure is lowered suddenly from \(3\times10^{-6}\) to \(2\times10^{-6}\) Torr and then held fixed.

At the new pressure, equation (4) gives \(F=2.608\times10^{15}\) 1/(cm² s). Therefore

\[
a=\frac{2(0.05)(2.608\times10^{15})}{1.9\times10^{15}}=0.137\ \text{1/s},
\]
\[
d=2\times10^{13}\,e^{-0.95/0.03102}=1.00\ \text{1/s}.
\]

The coverage moves from 0.312 to \(x_e=0.270\), and

\[
k=2\sqrt{(0.1373)(1.0037)}=0.742\ \text{1/s},\qquad 1/k=1.35\ \text{s}.
\]

The first-order expression \(a+d\) would give 1.14 1/s. The extra digits here serve to compare formulas; the rough inputs do not fix the real rate so closely.

The initial deviation is \(u_0=0.0418\), and \(g=-0.049\). By equation (7), the decay starts about 4.9% faster than \(k\). Equation (9) and the linear law give:

| Time (s) | Full deviation | Linear deviation |
|---:|---:|---:|
| 1 | 0.0194 | 0.0199 |
| 2 | 0.0091 | 0.0095 |
| 4 | 0.0020 | 0.0021 |

Filling a clean surface at the lower pressure is a larger disturbance. Here \(u_0=-x_e\), and the late amplitude is 1.46 times that of the linear law. Reaching 95% of \(x_e\) takes 4.52 s by equation (11), whereas the linear law gives \(\ln(20)/k=4.04\) s, about 11% less than the full time.

At fixed temperature, \(a\propto p\) while \(d\) is unchanged, so \(k\propto\sqrt p\): a fourfold pressure doubles the rate. At fixed pressure, \(s_0\), \(\nu\) and \(E\), equation (4) gives \(a\propto T^{-1/2}\), and

\[
\frac{d\ln k}{dT}=\frac12\frac{d\ln a}{dT}+\frac12\frac{d\ln d}{dT}
=-\frac1{4T}+\frac{E}{2k_BT^2}. \tag{14}
\]

The square root halves the activation energy. One kelvin more raises \(k\) by 4.3%. An energy lower by 0.05 eV multiplies it by \(e^{0.05/(2\times0.03102)}=2.24\), so uncertainty in \(E\) dominates over the nonlinearity of the pressure step.

## Repulsion between adsorbed atoms

Let the desorption energy fall linearly with coverage, \(E(x)=E(x_e)-w(x-x_e)\), with \(a\) unchanged and occupation still random. Then \(d\) in equation (1) becomes \(d\,e^{w(x-x_e)/k_BT}\), where \(d\) is now the value at equilibrium coverage. Differentiating the exponential adds \(-d x_e^2w/k_BT\) to the slope at \(x_e\). Equation (5) gives

\[
d x_e^2=\frac{ad}{(\sqrt a+\sqrt d)^2}=\sqrt{ad}\,x_e(1-x_e),
\]

so the relaxation rate is

\[
k_w=k\left[1+\frac{w}{2k_BT}x_e(1-x_e)\right]. \tag{15}
\]

Repulsion, \(w>0\), speeds up the return because excess atoms also make desorption easier. For an assumed \(w=0.05\) eV, the factor is \(1+(0.05/0.06204)(0.270)(0.730)=1.16\). The energy of 0.95 eV must then be read as the value at the working coverage. If the known energy refers to a clean surface, the equilibrium must first be found with the coverage-dependent \(d\). The quantity \(w\) sums over the neighbours of both atoms. With six neighbours per site, each atom of the leaving pair has five neighbours besides its partner, so random occupation gives a pair energy of about \(w/10=0.005\) eV; the correlations caused by the repulsion move this toward \(w/12\approx0.004\) eV. Both values are well below \(k_BT\). Equation (8), the law \(k\propto\sqrt p\) and equation (14) are exact only for \(w=0\). For \(w\ne0\) they remain good approximations when the surface is nearly empty or nearly full, with \(E\) read at the working coverage, but not at the intermediate coverage of the example. For \(w=0.05\) eV, a fourfold pressure multiplies the rate by 2.3, the apparent activation energy falls from 0.47 to 0.37 eV, and equation (8) overestimates \(a\) by the factor 1.16.

## Pressure feedback from the chamber

A surface that releases gas raises the pressure. In a chamber that is pumped fast compared with \(k\), this slows the relaxation of the surface. Let a well-mixed chamber of volume \(V\) have pumping speed \(S\), constant gas supply and equilibrium density \(n_0\). Write \(q\) for the relative pressure deviation and \(A\) for the active area. Adsorption removes half a molecule per filled site, so the linearized balances are

\[
\dot u=-ku+a(1-x_e)^2q,\qquad
\dot q=-\frac SVq-\frac{N_sA}{2n_0V}\dot u. \tag{16}
\]

If the gas adjusts quickly, set \(\dot q=0\), so that \(q=-N_sA\dot u/(2n_0S)\). Insertion in the first equation gives \((1+\varepsilon)\dot u=-ku\), with

\[
\varepsilon=\frac{a(1-x_e)^2N_sA}{2n_0S}
=\frac{s_0(1-x_e)^2A}{S}\sqrt{\frac{k_BT}{2\pi m}}. \tag{17}
\]

The last form uses equations (2) and (4). The rate is reduced to about \(k/(1+\varepsilon)\).

To keep the gas response, put \(u,q\propto e^{-\lambda t}\) and \(\sigma=S/V\) in equation (16). The first equation gives \(a(1-x_e)^2q=(k-\lambda)u\), and the second \((\sigma-\lambda)q=N_sA\lambda u/(2n_0V)\). Eliminating \(q\) yields

\[
(\sigma-\lambda)(k-\lambda)=\varepsilon\sigma\lambda,\quad\text{or}\quad
\lambda^2-[k+\sigma(1+\varepsilon)]\lambda+k\sigma=0. \tag{18}
\]

For \(\sigma\gg k\), the smaller root is the relaxation rate of the surface. For \(\sigma<k\) and feedback weak enough that \(\varepsilon\sigma k\ll(k-\sigma)^2\), it lies near \(\sigma\) and describes how the pump resets the pressure, while a deviation of the coverage alone decays mostly at the larger root, which exceeds \(k\). In a closed chamber, \(\sigma\to0\) at fixed \(\varepsilon\sigma\), the nonzero root is \(k+\varepsilon\sigma\), but the released gas stays in the chamber, so only the fraction \(k/(k+\varepsilon\sigma)\) of a coverage deviation decays. Take \(S=100\) L/s and \(V=10\) L, so \(\sigma=10\) 1/s. A 1 cm² sample has \(\varepsilon=0.013\) and a slow rate of 0.732 1/s, close to \(k\). The pressure in this chamber still needs about \(1/\sigma=0.1\) s to follow a step of the supply. The deviations at 1, 2 and 4 s in the worked example then become 0.021, 0.010 and 0.0023, a larger shift than that between the two columns of the table. One face of a 300 mm wafer, of area 707 cm², has \(\varepsilon=9.2\), and the rate falls to 0.073 1/s, about one tenth of \(k\). For this wafer and pump, the constant-pressure formula does not describe the relaxation time, and the feedback must be included. Here the estimate \(k/(1+\varepsilon)\) agrees with equation (18) to within 1%. Equation (8) and the law \(k\propto\sqrt p\) do not apply to this slow rate: inserted in equation (8) it gives about one tenth of the true \(a\), and a fourfold pressure at the same pumping speed multiplies it by 3.0, because \(\varepsilon\) falls as the coverage rises.

## Reading the example beside a real process

The chosen pressure keeps the coverage low and the relaxation slow enough to follow. At 1 Torr, with the other inputs unchanged, the model predicts a nearly full surface, where the assumed energy need not apply. Hopping is fast here: a rough barrier of 0.2 eV with the prefactor \(10^{13}\) 1/s gives \(1.6\times10^{10}\) hops per second, about \(10^{10}\) times \(d\). This mixes the atoms well, but the occupation is random only if their interaction energies are small compared with \(k_BT\). That is not assured for this example: hydrogen on nickel (111) forms an ordered layer near half coverage below about 270 K, so its interactions need not be small at 360 K. On a lattice with six neighbours per site and the same \(a\) and \(x_e\), a pair repulsion equal to \(k_BT\) would make the rate about 2.2 times the non-interacting value. A deposited film can also have grain boundaries, steps and residues from its precursors, and its sites are then not equivalent. A shift of 0.05 eV in desorption energy already changes the rate by a factor of 2.2, so a spread of energies changes the relaxation. If regions of different energy exchange atoms slowly compared with \(k\), several exponentials appear and the formula describes each region separately. With the hopping rate above, however, an atom diffuses some tens of micrometres in the time \(1/k\). Unless traps slow this motion, steps and small grains share their atoms, and a single slow rate remains that in general differs from \(2\sqrt{ad}\) of any one kind of site.

Numerical values quoted here were computed with a short program.
